# Kustaanheimo–Stiefel Regularization of Coulomb Trajectories in Static Fields: a program that tests the result

```python
"""Kustaanheimo-Stiefel (KS) regularization of an electron near a fixed nucleus.

Result under test: with x = L(u)u, r = |u|^2, dt = r ds and the constraint
ell = u4 w1 - u3 w2 + u2 w3 - u1 w4 = 0 (w = du/ds), the Newton equation
    a = -x/r^3 - grad U - v x B,   E = v^2/2 - 1/r + U,
becomes the regular equation
    u'' = (E-U)u/2 - L^T [ r grad U + x' x B ]/2,   x' = 2 L w.
Symbols: x, v position and velocity; U external potential energy; B magnetic
field; q pericentre distance; s fictitious time; t physical time.
Units: atomic units scaled by n (length n^2, time n^3, energy n^-2).
Three formulations are compared: Newton in t, Newton in s, and KS in s.
"""
import numpy as np
import sympy as sp
from scipy.integrate import solve_ivp
from scipy.constants import physical_constants as pc

RTOL, ATOL = 1e-10, 1e-16
ENERGY = -0.5
HALF_SPAN = 3.0
PERI_DIR = np.array([1.0, 2.0, 2.0]) / 3
VEL_DIR = np.array([2.0, 1.0, -2.0]) / 3


def ks_rows(u):
    a, b, c, d = u
    return [[a, -b, -c, d], [b, a, -d, -c], [c, d, a, b], [d, -c, b, -a]]


def cross(a, b):
    return np.array([a[1]*b[2] - a[2]*b[1], a[2]*b[0] - a[0]*b[2],
                     a[0]*b[1] - a[1]*b[0]])


def make_field(f, b, quad=0.0, bgrad=0.0):
    """Uniform fields plus optional source-free linear gradients."""
    f, b = np.array(f, float), np.array(b, float)
    shape = np.array([1.0, 1.0, -2.0])

    def field(x):
        lin = shape * x
        return f @ x + 0.5*quad*(x @ lin), f + quad*lin, b + bgrad*lin
    return field


def newton_t(t, y, field):
    x, v = y[:3], y[3:6]
    _, grad, b = field(x)
    acc = -x / (x @ x)**1.5 - grad - cross(v, b)
    return np.concatenate((v, acc))


def newton_s(s, y, field):
    r = np.sqrt(y[:3] @ y[:3])
    return r * np.append(newton_t(0.0, y[:6], field), 1.0)


def ks_s(s, y, field):
    u, w = y[:4], y[4:8]
    m = np.array(ks_rows(u))[:3]
    r, x, xp = u @ u, m @ u, 2 * m @ w
    pot, grad, b = field(x)
    acc = 0.5*(ENERGY - pot)*u - 0.5*m.T @ (r*grad + cross(xp, b))
    return np.concatenate((w, acc, [r]))


def run(rhs, y0, end, field, first):
    sol = solve_ivp(rhs, (0.0, end), y0, method="DOP853", rtol=RTOL,
                    atol=ATOL, first_step=first, args=(field,))
    assert sol.success
    return sol


def to_cartesian(y):
    u, w = y[:4], y[4:8]
    m = np.array(ks_rows(u))[:3]
    return np.concatenate((m @ u, 2 * m @ w / (u @ u)))


def energy(z, field):
    x, v = z[:3], z[3:6]
    return 0.5 * v @ v - 1/np.sqrt(x @ x) + field(x)[0]


def constraint(y):
    return np.array(ks_rows(y[:4]))[3] @ y[4:8]


def pericentre_state(q, field):
    """KS state at pericentre; q = 0 gives the exact collision."""
    first = np.sqrt((1 + PERI_DIR[0]) / 2)
    unit_u = np.array([first, PERI_DIR[1]/(2*first), PERI_DIR[2]/(2*first), 0])
    pot = field(q * PERI_DIR)[0]
    root_q_speed = np.sqrt(2 * (1 + q*(ENERGY - pot)))
    w = 0.5 * root_q_speed * np.array(ks_rows(unit_u))[:3].T @ VEL_DIR
    return np.concatenate((np.sqrt(q)*unit_u, w, [0.0]))


def passage(q, field):
    back = run(ks_s, pericentre_state(q, field), -HALF_SPAN, field, 0.05)
    start = np.append(back.y[:8, -1], 0.0)
    return start, run(ks_s, start, 2*HALF_SPAN, field, 0.1)


def smallest_step(sol):
    return np.diff(sol.t)[1:-1].min()


# Algebra of the map, checked symbolically.
us, vs = sp.symbols("u1:5"), sp.symbols("v1:5")
uv, vv = sp.Matrix(us), sp.Matrix(vs)
Lu, Lv = sp.Matrix(ks_rows(us)), sp.Matrix(ks_rows(vs))
r_sym = uv.dot(uv)
assert (Lu*Lu.T - r_sym*sp.eye(4)).expand() == sp.zeros(4)
assert sp.expand((Lu*uv)[3]) == 0
x_sym = (Lu*uv)[:3, :]
assert (x_sym.jacobian(uv) - 2*Lu[:3, :]).expand() == sp.zeros(3, 4)
identity = r_sym*Lv*vv - 2*uv.dot(vv)*Lu*vv + vv.dot(vv)*Lu*uv
v4_allowed = (us[3]*vs[0] - us[2]*vs[1] + us[1]*vs[2]) / us[0]
for comp in identity[:3, :]:
    assert sp.simplify(comp.subs(vs[3], v4_allowed)) == 0

# Pure Coulomb motion against the Kepler equation.
free = make_field([0, 0, 0], [0, 0, 0])
_, kepler = passage(0.01, free)
ecc = 0.99
r_kepler = 1 - ecc*np.cos(kepler.t - HALF_SPAN)
kepler_r_err = np.max(np.abs(np.sum(kepler.y[:4]**2, axis=0) - r_kepler))
kepler_t_err = abs(kepler.y[8, -1] - 2*(HALF_SPAN - ecc*np.sin(HALF_SPAN)))
assert max(kepler_r_err, kepler_t_err) < 1e-7

# Nonuniform electric and magnetic fields against direct Newton integration.
general = make_field([0.01, 0, 0.02], [0.1, 0, 0.2], quad=0.01, bgrad=0.05)
g_start, g_ks = passage(0.01, general)
g_cart = run(newton_t, to_cartesian(g_start), g_ks.y[8, -1], general, 0.01)
general_diff = np.linalg.norm(to_cartesian(g_ks.y[:, -1])[:3]
                              - g_cart.y[:3, -1])
general_ell = max(abs(constraint(y)) for y in g_ks.y.T)
assert general_diff < 1e-6 and general_ell < 1e-8
# The field gradients must matter, or the comparison would prove little.
uniform_part = make_field([0.01, 0, 0.02], [0.1, 0, 0.2])
g_uni = run(newton_t, to_cartesian(g_start), g_ks.y[8, -1], uniform_part, 0.01)
gradient_effect = np.linalg.norm(g_uni.y[:3, -1] - g_cart.y[:3, -1])
assert gradient_effect > 1e-3

# Worked example: oblique uniform fields.
n = 30
F_SCALED, B_SCALED = [0.01, 0.0, 0.02], [0.0, 0.0, 0.2]
example = make_field(F_SCALED, B_SCALED)
q_values = np.array([1e-2, 1e-3, 1e-4, 1e-5])
coll_start, coll = passage(0.0, example)
coll_end = to_cartesian(coll.y[:, -1])
rows = []
for q in q_values:
    start, ks = passage(q, example)
    z0, total_t = to_cartesian(start), ks.y[8, -1]
    ct = run(newton_t, z0, total_t, example, 0.01)
    cs = run(newton_s, np.append(z0, 0.0), 2*HALF_SPAN, example, 0.01)
    z_ks = to_cartesian(ks.y[:, -1])
    rows.append([len(ct.t)-1, len(cs.t)-1, len(ks.t)-1,
                 smallest_step(ct), smallest_step(cs), smallest_step(ks),
                 abs(energy(ct.y[:, -1], example) - ENERGY),
                 abs(energy(z_ks, example) - ENERGY),
                 np.linalg.norm(z_ks[:3] - ct.y[:3, -1]),
                 np.linalg.norm(z_ks[:3] - coll_end[:3]), total_t])
    assert rows[-1][8] < 100*RTOL/q
    assert rows[-1][7] < 1e-7
    if q == q_values[0]:
        start_first, z_first, t_first, ct_first = start, z0, total_t, ct
data = np.array(rows)
slopes = [np.polyfit(np.log(q_values), np.log(data[:, j]), 1)[0]
          for j in (3, 4, 5)]
assert abs(slopes[0] - 1.5) < 0.15
assert abs(slopes[1] - 0.5) < 0.15
assert abs(slopes[2]) < 0.10
increments = np.diff(data[:, 0])
assert increments.min() > 0
assert np.ptp(increments) < 0.6*increments.mean()
assert data[-1, 7] < data[-1, 6]

# Exact collision: regular passage, same side in and out, limit of small q.
coll_energy_err = abs(energy(coll_end, example) - ENERGY)
assert coll_energy_err < 1e-7
assert np.all(np.diff(data[:, 9]) < 0) and data[-1, 9] < 0.02
hit = pericentre_state(0.0, example)
x_out = to_cartesian(run(ks_s, hit, 0.05, example, 0.01).y[:, -1])[:3]
x_in = to_cartesian(run(ks_s, hit, -0.05, example, 0.01).y[:, -1])[:3]
side_diff = np.linalg.norm(x_out - x_in) / np.linalg.norm(x_out)
assert side_diff < 1e-3
assert np.linalg.norm(x_out/np.linalg.norm(x_out) + PERI_DIR) < 1e-2

# A broken constraint is conserved but gives a wrong projected path.
bad = start_first.copy()
fibre = np.array(ks_rows(bad[:4]))[3]
bad[4:8] += 0.3 * fibre
assert np.linalg.norm(to_cartesian(bad) - z_first) < 1e-12
bad_run = run(ks_s, bad, HALF_SPAN, example, 0.1)
ell_start, ell_end = constraint(bad), constraint(bad_run.y[:, -1])
assert abs(ell_end - ell_start) < 1e-7
true_run = run(newton_t, z_first, bad_run.y[8, -1], example, 0.01)
bad_diff = np.linalg.norm(to_cartesian(bad_run.y[:, -1])[:3]
                          - true_run.y[:3, -1])
assert bad_diff > 0.1

# Classical scaling, checked by integrating in unscaled atomic units.
au_field = make_field(np.array(F_SCALED)/n**4, np.array(B_SCALED)/n**3)
au_start = np.concatenate((z_first[:3]*n**2, z_first[3:]/n))
au_run = run(newton_t, au_start, t_first*n**3, au_field, 0.01*n**3)
scaling_diff = np.linalg.norm(au_run.y[:3, -1]/n**2 - ct_first.y[:3, -1])
assert scaling_diff < 1e-6


def next_power_coefficient(base, power, alpha, m):
    """Coefficient m of base(t)**alpha from the lower ones."""
    if m == 0:
        return base[0]**alpha
    k = np.arange(1, m + 1)
    return np.sum((alpha*k - (m - k))*base[k]*power[m - k]) / (m*base[0])


def taylor_radius(q, terms=180):
    """Convergence radius of r(t) at pericentre, from Newton's equation.

    Lengths are measured in q and times in q**1.5 to keep numbers moderate.
    """
    e = 1 - q
    x, y = np.zeros(terms + 2), np.zeros(terms + 2)
    rho, inv_cube, r = np.zeros(terms), np.zeros(terms), np.zeros(terms)
    x[0], y[1] = 1.0, np.sqrt(1 + e)
    for m in range(terms):
        rho[m] = x[:m+1] @ x[:m+1][::-1] + y[:m+1] @ y[:m+1][::-1]
        inv_cube[m] = next_power_coefficient(rho, inv_cube, -1.5, m)
        r[m] = next_power_coefficient(rho, r, 0.5, m)
        for c in (x, y):
            c[m+2] = -(c[:m+1] @ inv_cube[:m+1][::-1]) / ((m+1)*(m+2))
    k = terms//2 - 2
    # A square-root branch point fixes the leading finite-order correction.
    radius_sq = -r[2*k]/r[2*k+2] * (1 - 1.5/(k+1))
    return np.sqrt(radius_sq) * q**1.5


radius_rows = []
for q in (1e-2, 1e-4):
    e = 1 - q
    formula = np.arccosh(1/e) - np.sqrt(1 - e*e)
    series = taylor_radius(q)
    limit = (2*q)**1.5 / 3
    assert abs(series/formula - 1) < 3e-3
    assert abs(limit/formula - 1) < 2*q
    radius_rows.append((q, series, formula, limit))

f_au = np.linalg.norm(F_SCALED)/n**4
b_au = np.linalg.norm(B_SCALED)/n**3
f_lab = f_au*pc["atomic unit of electric field"][0]/100
b_lab = b_au*pc["atomic unit of mag. flux density"][0]
len_nm = n**2*pc["atomic unit of length"][0]*1e9
time_ps = n**3*pc["atomic unit of time"][0]*1e12
print(f"n = {n}; scaled energy = {ENERGY}; rtol = {RTOL:.0e}, atol = {ATOL:.0e}")
print("scaled electric field vector:", F_SCALED)
print("scaled magnetic field vector:", B_SCALED)
print(f"electric field = {f_lab:.1f} V/cm; magnetic field = {b_lab:.3f} T")
print(f"scaled length unit = {len_nm:.2f} nm; time unit = {time_ps:.4f} ps")
print("pericentre direction:", np.round(PERI_DIR, 4))
print("pericentre velocity direction:", np.round(VEL_DIR, 4))
print(f"fictitious-time span = {2*HALF_SPAN:.1f} (scaled)")
print("Accepted steps: q, Newton t, Newton s, KS s")
for q, d in zip(q_values, data):
    print(f"  {q:.0e}  {int(d[0])}  {int(d[1])}  {int(d[2])}")
print("Smallest steps (scaled): q, Newton dt, Newton ds, KS ds")
for q, d in zip(q_values, data):
    print(f"  {q:.0e}  {d[3]:.3e}  {d[4]:.3e}  {d[5]:.3e}")
print("Fitted step exponents: Newton t, Newton s, KS s")
print("  " + "  ".join(f"{v:.3f}" for v in slopes))
print("Final errors (scaled): q, Newton energy, KS energy, endpoint gap")
for q, d in zip(q_values, data):
    print(f"  {q:.0e}  {d[6]:.1e}  {d[7]:.1e}  {d[8]:.1e}")
print("Passage time and endpoint distance from collision path (scaled):")
for q, d in zip(q_values, data):
    print(f"  {q:.0e}  {d[10]:.6f}  {d[9]:.3e}")
uniform_steps = data[-1, 10]/data[-1, 3]
print(f"uniform Newton steps at q=1e-5, duration/min dt = {uniform_steps:.2e}")
print("Taylor radius in t (scaled): q, series, formula, small-q limit")
for row in radius_rows:
    print("  {:.0e}  {:.5e}  {:.5e}  {:.5e}".format(*row))
print(f"collision run: {len(coll.t)-1} steps, min ds = {smallest_step(coll):.3e}")
print(f"collision passage time = {coll.y[8, -1]:.6f} scaled"
      f" = {coll.y[8, -1]*time_ps:.4f} ps")
print("collision endpoint (scaled):", np.round(coll_end[:3], 6))
print(f"collision final energy error = {coll_energy_err:.1e} (scaled)")
print(f"in/out relative position difference at |s|=0.05: {side_diff:.1e}")
print(f"Kepler check: max r error {kepler_r_err:.1e}, t error {kepler_t_err:.1e}")
print(f"nonuniform fields: endpoint gap {general_diff:.1e}, "
      f"max |ell| {general_ell:.1e}")
print(f"endpoint shift due to field gradients = {gradient_effect:.3f} (scaled)")
print(f"broken constraint: ell start {ell_start:.6f}, end {ell_end:.6f}")
print(f"broken constraint: path error = {bad_diff:.3f} (scaled)")
print(f"classical scaling endpoint difference = {scaling_diff:.1e} (scaled)")
print("ALL CHECKS PASSED")
```

It prints:

```
n = 30; scaled energy = -0.5; rtol = 1e-10, atol = 1e-16
scaled electric field vector: [0.01, 0.0, 0.02]
scaled magnetic field vector: [0.0, 0.0, 0.2]
electric field = 142.0 V/cm; magnetic field = 1.741 T
scaled length unit = 47.63 nm; time unit = 0.6531 ps
pericentre direction: [0.3333 0.6667 0.6667]
pericentre velocity direction: [ 0.6667  0.3333 -0.6667]
fictitious-time span = 6.0 (scaled)
Accepted steps: q, Newton t, Newton s, KS s
  1e-02  126  69  22
  1e-03  169  89  25
  1e-04  213  108  27
  1e-05  256  127  28
Smallest steps (scaled): q, Newton dt, Newton ds, KS ds
  1e-02  1.226e-04  1.171e-02  2.192e-01
  1e-03  3.803e-06  4.024e-03  1.785e-01
  1e-04  1.251e-07  1.319e-03  1.615e-01
  1e-05  3.888e-09  3.979e-04  1.379e-01
Fitted step exponents: Newton t, Newton s, KS s
  1.498  0.489  0.065
Final errors (scaled): q, Newton energy, KS energy, endpoint gap
  1e-02  4.3e-09  2.3e-12  1.5e-08
  1e-03  4.0e-08  7.8e-13  1.3e-07
  1e-04  3.1e-07  4.7e-13  1.0e-06
  1e-05  5.1e-06  5.4e-13  1.7e-05
Passage time and endpoint distance from collision path (scaled):
  1e-02  5.837077  2.718e-02
  1e-03  5.818031  9.797e-03
  1e-04  5.812421  3.241e-03
  1e-05  5.810684  1.040e-03
uniform Newton steps at q=1e-5, duration/min dt = 1.49e+09
Taylor radius in t (scaled): q, series, formula, small-q limit
  1e-02  9.47072e-04  9.47081e-04  9.42809e-04
  1e-04  9.42843e-07  9.42851e-07  9.42809e-07
collision run: 30 steps, min ds = 1.037e-01
collision passage time = 5.809887 scaled = 3.7944 ps
collision endpoint (scaled): [-0.289535 -1.466867 -1.425541]
collision final energy error = 5.4e-13 (scaled)
in/out relative position difference at |s|=0.05: 3.1e-06
Kepler check: max r error 1.3e-11, t error 1.4e-10
nonuniform fields: endpoint gap 1.5e-08, max |ell| 1.1e-12
endpoint shift due to field gradients = 0.465 (scaled)
broken constraint: ell start 0.621049, end 0.621049
broken constraint: path error = 0.701 (scaled)
classical scaling endpoint difference = 1.7e-12 (scaled)
ALL CHECKS PASSED
```
